# Guaranteed-reduction Pulay mixing: monotonicity, stagnation and cost against standard Pulay: a numerical check

```python
# Guaranteed-reduction Pulay, GR(m), against standard Pulay(w).
# R(x)=g(x)-x is the residual; affine case R=b-Ax; beta = mixing; cost = calls of R.
# GR(m): trial x+beta*r, extrapolate over trial and last m optimal points, recompute R.
# Under test (affine R): |r_n|^2-|r_n+1|^2 = <r,Ar>^2/|QAr|^2 >= 0 (Q projects off stored
# residual differences); GR(m)=Orthomin(m-1); GR(full)=GMRES, GR(2)=GMRES for symmetric A;
# cost 2N+1 (GR) and K+2 (Pulay) from GMRES residuals; rate bounds; stagnation.
# Nonlinear R: true minus predicted residual = -sum c_i P2[d_i], and rises can occur.
import numpy as np
from numpy.linalg import norm, lstsq, eigh, eigvalsh
from scipy.constants import physical_constants, angstrom
from pyscf import gto, scf, ao2mo
scf.hf.MUTE_CHKFILE = True
rng = np.random.default_rng(7)
FULL = 10**6

class Counted:
    def __init__(self, f): self.f, self.n = f, 0
    def __call__(self, x):
        self.n += 1
        return self.f(x)

def extrapolate(X, R):
    if len(X) == 1:
        return X[0], R[0], np.ones(1)
    dX, dR = np.diff(np.array(X), axis=0).T, np.diff(np.array(R), axis=0).T
    sc = norm(dR, axis=0)
    keep = sc > 1e-12*norm(R[-1])      # differences at rounding level carry no information
    gam = np.zeros(len(sc))
    if keep.any():
        gam[keep] = lstsq(dR[:, keep]/sc[keep], R[-1], rcond=None)[0]/sc[keep]
    c = np.zeros(len(X)); c[-1] = 1.0; c[1:] -= gam; c[:-1] += gam
    return X[-1]-dX@gam, R[-1]-dR@gam, c

def gr(res, x0, beta, m, tol, maxit, recompute=True):
    X, R = [x0], [res(x0)]; pred = [R[0]]
    while norm(R[-1]) > tol and len(X) <= maxit:
        xt = X[-1]+beta*R[-1]
        xb, rb, _ = extrapolate(X[-m:]+[xt], R[-m:]+[res(xt)])
        X.append(xb); pred.append(rb); R.append(res(xb) if recompute else rb)
    return X, R, pred

def pulay(res, x0, beta, w, tol, maxit):
    X, R, bar = [x0], [res(x0)], []
    while tol < norm(R[-1]) < 1e8*norm(R[0]) and len(X) <= maxit:
        xb, rb, _ = extrapolate(X[-w:], R[-w:])
        bar.append(rb); X.append(xb+beta*rb); R.append(res(X[-1]))
    return X, R, bar

def gmres(A, r0, k):                   # residuals minimised over explicit Krylov spaces
    V, out = [r0/norm(r0)], [r0]
    for _ in range(k):
        Vm = np.array(V).T; AV = A@Vm
        out.append(r0-AV@lstsq(AV, r0, rcond=None)[0])
        w = AV[:, -1].copy()
        for _ in range(2): w -= Vm@(Vm.T@w)
        if norm(w) < 1e-12: break
        V.append(w/norm(w))
    return out

def orthomin(A, r, k, steps):
    out, AP = [r], []
    for _ in range(steps):
        Ar = A@r; Ap = Ar.copy()
        for q in (AP[-k:] if k else []): Ap -= (Ar@q)/(q@q)*q
        r = r-(r@Ap)/(Ap@Ap)*Ap; AP.append(Ap); out.append(r)
    return out

def dev(a, b): return max(norm(u-v)/norm(v) for u, v in zip(a, b))
def rises(R): return sum(norm(R[i+1]) > norm(R[i]) for i in range(len(R)-1))

def check_costs(A, x0, beta, tol, kmax):
    G = gmres(A, -A@x0, kmax)
    N = next(k for k, r in enumerate(G) if norm(r) <= tol)
    K = next(k for k, r in enumerate(G) if norm(r-beta*(A@r)) <= tol)
    f = [Counted(lambda x: -A@x) for _ in range(3)]
    gr(f[0], x0, beta, FULL, tol, 200); pulay(f[1], x0, beta, FULL, tol, 200)
    gr(f[2], x0, beta, FULL, tol, 200, recompute=False)
    assert (f[0].n, f[1].n, f[2].n) == (2*N+1, K+2, N+1)
    return N, K, f[0].n, f[1].n, f[2].n

# constrained minimum: bordered system against difference form
Rs = list(rng.normal(size=(4, 12)))
Bm = np.block([[np.array(Rs)@np.array(Rs).T, np.ones((4, 1))], [np.ones((1, 4)), np.zeros((1, 1))]])
assert np.allclose(np.linalg.solve(Bm, [0, 0, 0, 0, 1.])[:4], extrapolate(Rs, Rs)[2], atol=1e-11)

# nonsymmetric random maps
n = 60; noise = 0.7*rng.normal(size=(n, n))/np.sqrt(n); b = rng.normal(size=n); z = np.zeros(n)
Apd = 1.5*np.eye(n)+noise
Aind = np.diag([1.5]*45+[-1.5]*15)+noise
mu, sig = eigvalsh((Apd+Apd.T)/2)[0], norm(Apd, 2)
assert mu > 0 and eigvalsh((Aind+Aind.T)/2)[0] < 0
worst = 0.0
for A in (Apd, Aind):
    for m in (1, 2, 3, 5):
        for beta in (0.05, 1.0, -0.7):
            X, R, P = gr(lambda x: b-A@x, z, beta, m, 0, 10)
            assert dev(P, R) < 1e-9
            for k in range(10):
                r = R[k]; Ar = A@r; QAr = Ar
                D = np.diff(np.array(R[max(0, k-m+1):k+1]), axis=0).T
                if D.shape[1]:
                    D = D/(norm(D, axis=0)+1e-300); QAr = Ar-D@lstsq(D, Ar, rcond=None)[0]
                err = abs(r@r-R[k+1]@R[k+1]-(r@Ar)**2/(QAr@QAr))/(r@r)
                worst = max(worst, err)
                assert err < 1e-8 and norm(R[k+1]) <= norm(r)*(1+1e-12)
                if A is Apd:
                    assert norm(R[k+1]) <= np.sqrt(1-(mu/sig)**2)*norm(r)
            if A is Apd:
                assert dev(R, orthomin(A, b, m-1, 10)) < 1e-8
G = gmres(Apd, b, 10)
assert dev(gr(lambda x: b-Apd@x, z, 0.3, FULL, 0, 10)[1], G) < 1e-8
_, Rp, bar = pulay(lambda x: b-Apd@x, z, 0.3, FULL, 0, 10)
assert dev(bar, G) < 1e-7 and dev(Rp[1:], [r-0.3*Apd@r for r in G]) < 1e-7
print(f"random 60x60 maps: worst relative error of decrease formula {worst:.1e}")

# stagnation
A2 = np.diag([1., -1.]); b2 = np.ones(2)
sg = norm(gr(lambda x: b2-A2@x, np.zeros(2), 0.5, FULL, 0, 5)[1][-1])
sp = norm(pulay(lambda x: b2-A2@x, np.zeros(2), 0.5, FULL, 0, 5)[2][-1])
s2 = norm(gmres(A2, b2, 2)[2])
assert abs(sg-norm(b2)) < 1e-12 and abs(sp-norm(b2)) < 1e-12 and s2 < 1e-13
print(f"diag(1,-1): |r0| {norm(b2):.4f}, GR after 5 {sg:.4f}, Pulay {sp:.4f}, GMRES after 2 {s2:.0e}")

# Thomas-Fermi sloshing model
kTF, L, nm, beta = 1.0, 100.0, 40, 0.2
lam = 1+(kTF*L/(2*np.pi*np.arange(1, nm+1)))**2
A = np.diag(lam); x0 = -1/lam; tol = 1e-6*np.sqrt(nm); fTF = lambda x: -lam*x
kap = lam[0]/lam[-1]; rho = (kap-1)/(kap+1)
print(f"TF model: k {kTF} 1/bohr, L {L} bohr, modes {nm}, beta {beta}, |r0| {np.sqrt(nm):.4f}, tol {tol:.3e}")
print(f"TF lambda1 {lam[0]:.3f} lambda2 {lam[1]:.3f} lambda40 {lam[-1]:.4f} kappa {kap:.2f}")
R1 = gr(fTF, x0, beta, 1, 0, 30)[1]
assert all(norm(R1[k+1]) <= rho*norm(R1[k]) for k in range(30))
rw = np.zeros(nm); rw[0], rw[-1] = lam[0]**-0.5, lam[-1]**-0.5
Rw = gr(fTF, -rw/lam, beta, 1, 0, 1)[1]; att = norm(Rw[1])/norm(Rw[0])
assert abs(att-rho) < 1e-12
print(f"TF bound (kappa-1)/(kappa+1) {rho:.6f}, attained {att:.6f}, |I-beta A| {abs(1-beta*lam).max():.2f}")
G = gmres(A, np.ones(nm), 6)
# six steps only: short recurrences lose orthogonality once outlying eigenvalues are resolved
R2 = gr(fTF, x0, beta, 2, 0, 6)[1]
assert dev(R2, G) < 1e-7
_, Rf, _ = pulay(fTF, x0, beta, FULL, 0, 6)
_, _, b2w = pulay(fTF, x0, beta, 2, 0, 4)
assert norm(b2w[2]) > norm(b2w[1]) and norm(Rf[1]) > norm(Rf[0])
print("TF GR(2) norms      ", " ".join(f"{norm(r):.4f}" for r in R2))
print("TF Pulay(full) seen ", " ".join(f"{norm(r):.4f}" for r in Rf))
print("TF Pulay(2) extrapolated norms", " ".join(f"{norm(r):.4f}" for r in b2w))
c = check_costs(A, x0, beta, tol, 38)
print("TF N %d K %d; calls GR(full) %d Pulay(full) %d GR no recompute %d" % c, f"ratio {c[2]/c[3]:.3f}")
f = Counted(fTF); Rg = gr(f, x0, beta, 2, tol, 200)[1]
assert norm(Rg[-1]) <= tol and rises(Rg) == 0
print(f"TF GR(2): calls {f.n}, final norm {norm(Rg[-1]):.2e}")
for w in (3, 8):
    f = Counted(fTF); Rq = pulay(f, x0, beta, w, tol, 400)[1]
    print(f"TF Pulay({w}): calls {f.n} (cap 401), final norm {norm(Rq[-1]):.2e}, rises {rises(Rq)}")

# benzene RHF/STO-3G, density mixing in the orthonormal basis of converged orbitals
rcc, rch = 1.40, 1.09
a0 = physical_constants["Bohr radius"][0]/angstrom
atoms = [(s, (r/a0*np.cos(k*np.pi/3), r/a0*np.sin(k*np.pi/3), 0.0))
         for k in range(6) for s, r in (("C", rcc), ("H", rcc+rch))]
mol = gto.M(atom=atoms, basis="sto-3g", unit="Bohr", verbose=0)
mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-8
mf._eri = mol.intor("int2e", aosym="s8"); mf.kernel()
assert mf.converged
C, eps, nb, no = mf.mo_coeff, mf.mo_energy, mol.nao, mol.nelectron//2
eri = ao2mo.restore(1, mf._eri, nb)
for _ in range(4): eri = np.tensordot(eri, C, axes=(0, 0))
Gm = (2*eri-eri.transpose(0, 2, 1, 3)).reshape(nb*nb, nb*nb)
h = C.T@mf.get_hcore()@C; S = mf.get_ovlp()
fock = lambda x: h+(Gm@x).reshape(nb, nb)
def resid(x):
    U = eigh(fock(x))[1][:, :no]
    return (U@U.T).ravel()-x
def energy(x): return x@(h+fock(x)).ravel()+mol.energy_nuc()
def weights(e):
    W = np.zeros((nb, nb)); W[:no, no:] = 1/(e[:no, None]-e[None, no:])
    return W+W.T
def second_order(xb, d):               # second-order change of the occupied projector
    e, U = eigh(fock(xb)); W = weights(e)
    V = U.T@(Gm@d).reshape(nb, nb)@U; P1 = W*V; Q = P1@P1; P2 = np.zeros((nb, nb))
    P2[:no, :no], P2[no:, no:] = -Q[:no, :no], Q[no:, no:]
    P2[:no, no:] = -(W*(V@P1-P1@V))[:no, no:]; P2[no:, :no] = P2[:no, no:].T
    return (U@P2@U.T).ravel()
def randsym():
    d = rng.normal(size=(nb, nb)); d = d+d.T
    return d.ravel()/norm(d)
xs = np.diag([1.]*no+[0.]*(nb-no)).ravel()
x0 = (C.T@S@(mf.get_init_guess(key="minao")/2)@S@C).ravel()
print(f"benzene: CC {rcc:.2f} A, CH {rch:.2f} A, basis {nb}, occupied {no}, beta 1, tol 1e-8")
print(f"E(PySCF) {mf.e_tot:.8f} hartree, gap {eps[no]-eps[no-1]:.5f} hartree")
Afull = np.eye(nb*nb)-weights(eps).ravel()[:, None]*Gm
d = randsym(); fd = -(resid(xs+1e-4*d)-resid(xs-1e-4*d))/2e-4
assert norm(fd-Afull@d) < 1e-6*norm(fd)
cs = np.array([1.5, -0.8, 0.3]); ds = [randsym() for _ in cs]; mis = []
for s in (2e-3, 1e-3):
    Xs = [xs+s*q for q in ds]; xb = sum(ci*x for ci, x in zip(cs, Xs))
    defect = resid(xb)-sum(ci*resid(x) for ci, x in zip(cs, Xs))
    form = -sum(ci*second_order(xb, x-xb) for ci, x in zip(cs, Xs))
    mis.append(norm(defect-form)/norm(defect))
    print(f"step {s:.0e}: |defect| {norm(defect):.4e}, formula {norm(form):.4e}, mismatch {mis[-1]:.2e}")
assert mis[0] < 0.05 and 1.8 < mis[0]/mis[1] < 2.2
A4 = Afull.reshape(nb, nb, nb, nb); nov = no*(nb-no)
Aov = (A4[:no, no:, :no, no:]+A4[:no, no:, no:, :no].transpose(0, 1, 3, 2)).reshape(nov, nov)
sq = np.sqrt((eps[None, no:]-eps[:no, None]).ravel())
As = sq[:, None]*Aov/sq[None, :]
assert norm(As-As.T) < 1e-9 and norm(Aov-Aov.T) > 1e-2
ev = eigvalsh((As+As.T)/2); assert ev[0] > 0
y = rng.normal(size=nov)
d1 = dev(gr(lambda x: -As@x, y, 1.0, 2, 0, 8)[1], gmres(As, -As@y, 8))
d2 = dev(gr(lambda x: -Aov@x, y, 1.0, 2, 0, 8)[1], gmres(Aov, -Aov@y, 8))
assert d1 < 1e-7 and d2 > 1e-6
print(f"ov block ({nov}): eigenvalues {ev[0]:.4f} to {ev[-1]:.4f}, kappa {ev[-1]/ev[0]:.3f}")
print(f"GR(2) vs GMRES, 8 steps: gap metric {d1:.1e}, Frobenius {d2:.1e}")
p, q = np.triu_indices(nb); Bs = np.zeros((nb*nb, len(p))); col = np.arange(len(p))
val = np.where(p == q, 1.0, 2**-0.5); Bs[p*nb+q, col] = val; Bs[q*nb+p, col] = val
Asym = Bs.T@Afull@Bs
print(f"full A ({len(p)}): mu {eigvalsh((Asym+Asym.T)/2)[0]:.4f}, sigma_max {norm(Asym, 2):.4f}")
c = check_costs(Asym, Bs.T@(x0-xs), 1.0, 1e-8, 30)
print("linearised: N %d K %d; calls GR(full) %d Pulay(full) %d no recompute %d" % c, f"ratio {c[2]/c[3]:.3f}")
calls = {}
for name, method, m in (("Pulay(8)", pulay, 8), ("GR(7)", gr, 7), ("GR(2)", gr, 2)):
    f = Counted(resid); X, R, P = method(f, x0, 1.0, m, 1e-8, 60); calls[name] = f.n
    E = energy(X[-1]+R[-1])
    assert norm(R[-1]) <= 1e-8 and abs(E-mf.e_tot) < 1e-8
    print(f"SCF {name}: calls {f.n}, rises {rises(R)}, E {E:.8f} hartree")
    if name == "GR(7)":
        for k in range(min(7, len(R))):
            print(f"  n {k}: predicted {norm(P[k]):.4e} true {norm(R[k]):.4e} defect {norm(R[k]-P[k]):.2e}")
    if name == "Pulay(8)":
        print("  evaluated norms", " ".join(f"{norm(r):.2e}" for r in R[:7]))
print(f"SCF cost ratio GR(7)/Pulay(8) {calls['GR(7)']/calls['Pulay(8)']:.3f}")
f = Counted(resid); X, R, _ = gr(f, x0, 1.0, 7, 1e-8, 40, recompute=False)
print(f"SCF GR(7) no recompute: calls {f.n}, stored norm {norm(R[-1]):.2e}, true norm {norm(resid(X[-1])):.2e}")

# restricted mean-field Hubbard dimer, x = charge imbalance per spin, energies in t
U, beta, xd = 20.0, 0.1, np.array([0.5])
def dimer(x):
    v = eigh(np.array([[U*x[0]/2, -1.], [-1., -U*x[0]/2]]))[1][:, 0]
    return np.array([v[0]**2-v[1]**2])-x
assert abs(dimer(xd)[0]+xd[0]+U*xd[0]/np.hypot(U*xd[0], 2)) < 1e-13
X, R, P = gr(dimer, xd, beta, 1, 0, 1); xt = xd+beta*R[0]; xh = (X[0]+X[1])/2
assert norm(P[1]) < 1e-13 and norm(R[1]) > norm(R[0]) > norm(dimer(xh))
print(f"dimer U/t {U}, beta {beta}: x0 {xd[0]:.4f} r0 {R[0][0]:.4f}; trial {xt[0]:.4f} r {dimer(xt)[0]:.4f}")
print(f"dimer optimal x {X[1][0]:.4f} predicted {norm(P[1]):.4f} true {R[1][0]:.4f}")
print(f"dimer halved step x {xh[0]:.4f} true {dimer(xh)[0]:.4f}")
print("no test failed")
```

Printed output:

```
random 60x60 maps: worst relative error of decrease formula 2.2e-13
diag(1,-1): |r0| 1.4142, GR after 5 1.4142, Pulay 1.4142, GMRES after 2 0e+00
TF model: k 1.0 1/bohr, L 100.0 bohr, modes 40, beta 0.2, |r0| 6.3246, tol 6.325e-06
TF lambda1 254.303 lambda2 64.326 lambda40 1.1583 kappa 219.55
TF bound (kappa-1)/(kappa+1) 0.990932, attained 0.990932, |I-beta A| 49.86
TF GR(2) norms       6.3246 6.0922 5.5389 4.5554 3.2924 2.1100 1.2292
TF Pulay(full) seen  6.3246 51.6917 32.6881 17.1056 9.6580 4.9290 2.2741
TF Pulay(2) extrapolated norms 6.3246 6.0922 10.8312 24.5238
TF N 18 K 18; calls GR(full) 37 Pulay(full) 20 GR no recompute 19 ratio 1.850
TF GR(2): calls 45, final norm 2.98e-06
TF Pulay(3): calls 33 (cap 401), final norm 1.07e+09, rises 21
TF Pulay(8): calls 54 (cap 401), final norm 3.58e-06, rises 9
benzene: CC 1.40 A, CH 1.09 A, basis 36, occupied 21, beta 1, tol 1e-8
E(PySCF) -227.88983945 hartree, gap 0.54553 hartree
step 2e-03: |defect| 1.3352e-07, formula 1.3350e-07, mismatch 6.74e-04
step 1e-03: |defect| 3.3381e-08, formula 3.3378e-08, mismatch 3.37e-04
ov block (315): eigenvalues 0.3753 to 1.5332, kappa 4.085
GR(2) vs GMRES, 8 steps: gap metric 3.1e-11, Frobenius 9.0e-01
full A (666): mu -0.3698, sigma_max 3.6029
linearised: N 7 K 7; calls GR(full) 15 Pulay(full) 9 no recompute 8 ratio 1.667
SCF Pulay(8): calls 9, rises 0, E -227.88983945 hartree
  evaluated norms 2.38e+00 1.31e-01 3.24e-02 1.25e-03 2.12e-04 1.01e-05 6.96e-07
SCF GR(7): calls 17, rises 0, E -227.88983945 hartree
  n 0: predicted 2.3780e+00 true 2.3780e+00 defect 0.00e+00
  n 1: predicted 1.3089e-01 true 1.3091e-01 defect 3.82e-05
  n 2: predicted 1.0527e-02 true 1.0517e-02 defect 1.38e-04
  n 3: predicted 1.0717e-03 true 1.0716e-03 defect 2.90e-06
  n 4: predicted 6.0753e-05 true 6.0696e-05 defect 9.46e-08
  n 5: predicted 5.1678e-06 true 5.1668e-06 defect 2.46e-09
  n 6: predicted 2.2140e-07 true 2.2144e-07 defect 1.99e-10
SCF GR(2): calls 17, rises 0, E -227.88983945 hartree
SCF cost ratio GR(7)/Pulay(8) 1.889
SCF GR(7) no recompute: calls 9, stored norm 2.08e-09, true norm 2.09e-09
dimer U/t 20.0, beta 0.1: x0 0.5000 r0 -1.4806; trial 0.3519 r -1.3139
dimer optimal x -0.8149 predicted 0.0000 true 1.8074
dimer halved step x -0.1574 true 1.0016
no test failed
```
